# From Hubbard Antiferromagnet to Linear Spin Waves in Time-Dependent Hartree-Fock

Consider the half-filled Hubbard model on the square lattice,

\[
H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow},
\]

at zero temperature, with \(\hbar=1\) and unit lattice constant. Its mean-field ground state is taken to be the collinear Néel state. The problem asks how this state responds to a weak transverse field, and what that response becomes when \(U\gg t\) and the drive frequency is of order \(t^2/U\).

## (a) Find the mean-field bands and the gap equation

Let \(\rho_{i\sigma,j\sigma'}=\langle c^\dagger_{j\sigma'}c_{i\sigma}\rangle\). For a Slater determinant, Wick's theorem gives the interaction energy

\[
U\sum_i(\rho_{i\uparrow,i\uparrow}\rho_{i\downarrow,i\downarrow}-\rho_{i\uparrow,i\downarrow}\rho_{i\downarrow,i\uparrow}).
\]

The mean-field Hamiltonian follows from \(h_{i\sigma,i\sigma'}=\partial E/\partial\rho_{i\sigma',i\sigma}\):

\[
h_{i\uparrow,i\uparrow}=U\rho_{i\downarrow,i\downarrow},\qquad h_{i\uparrow,i\downarrow}=-U\rho_{i\uparrow,i\downarrow}.
\]

The second element vanishes when all moments lie along the quantization axis \(z\), but not when they tilt away from it. It is the local transverse kernel of this theory.

In the Néel state \(\langle S^z_i\rangle=\eta_i m\), with \(\eta=+1\) on sublattice A and \(-1\) on B. An up electron feels \(U/2-\eta_i\Delta\) and a down electron \(U/2+\eta_i\Delta\), where \(\Delta=Um\). Drop the constant \(U/2\). With Bloch phases \(e^{i\mathbf k\cdot\mathbf r_i}\) on both sublattices,

\[
h_{\uparrow,\downarrow}(\mathbf k)=\begin{pmatrix}\mp\Delta&\varepsilon\\ \varepsilon&\pm\Delta\end{pmatrix},\qquad \varepsilon=-2t(\cos k_x+\cos k_y),
\]

with the upper signs for spin up. Since \(h^2=\varepsilon^2+\Delta^2\equiv E^2\), the bands are \(\pm E\), with projectors \(P_\pm=\tfrac12(1\pm h/E)\). Half filling occupies the lower band of each spin. The up density on A is \(\tfrac12+m=\langle\tfrac12(1+\Delta/E)\rangle\), where \(\langle\cdot\rangle\) is the average over \(\mathbf k\). Hence \(m=\tfrac12\langle\Delta/E\rangle\), and for \(\Delta\neq0\)

\[
\frac1U=\Big\langle\frac1{2E}\Big\rangle. \tag{1}
\]

## (b) Derive the transverse response equation

Apply \(\sum_i w_iS_i^+e^{-i\omega t}\), with \(S^+_i=c^\dagger_{i\uparrow}c_{i\downarrow}\), and seek \(x_i=\langle S_i^-\rangle\).

**Solution.** Let \(X\) be the \(\uparrow\downarrow\) block of \(\delta\rho\), so that \(x_i=X_{ii}\). The total transverse field is \(v_i=w_i-Ux_i\). Linearizing \(i\dot\rho=[h,\rho]\) gives

\[
\omega X=h_\uparrow X-Xh_\downarrow+v\rho_\downarrow-\rho_\uparrow v .
\]

Let \(p\) label up orbitals and \(r\) down orbitals, with energies \(e\) and occupations \(f\). Then

\[
X_{pr}=\frac{(f_r-f_p)\,v_{pr}}{\omega-e_p+e_r}.
\]

Thus \(X\) connects only occupied with empty orbitals, as \(\rho^2=\rho\) also demands. For \(p\) empty and \(r\) occupied the factor multiplying \(v_{pr}\) is \(-1/(E+E'-\omega)\); in the opposite case it is \(-1/(E+E'+\omega)\). Returning to sites, \(x=-\chi^0v\), and therefore

\[
(1-U\chi^0)\,x=-\chi^0w. \tag{2}
\]

For a drive \(w_ae^{i\mathbf q\cdot\mathbf r_i}\) on sublattice \(a\), \(\chi^0\) is a \(2\times2\) matrix. Write \(\varepsilon,E\) at \(\mathbf k\) and \(\varepsilon',E'\) at \(\mathbf k+\mathbf q\). Multiplying the projector elements gives

\[
\chi^0_{AA}=\frac14\Big\langle\frac{(1-\frac{\Delta}{E})(1-\frac{\Delta}{E'})}{E+E'-\omega}+\frac{(1+\frac{\Delta}{E})(1+\frac{\Delta}{E'})}{E+E'+\omega}\Big\rangle,
\]

\[
\chi^0_{AB}=\chi^0_{BA}=-\frac14\Big\langle\frac{\varepsilon\varepsilon'}{EE'}\Big(\frac1{E+E'-\omega}+\frac1{E+E'+\omega}\Big)\Big\rangle,
\]

and \(\chi^0_{BB}(\omega)=\chi^0_{AA}(-\omega)\). The minus sign in \(\chi^0_{AB}\) arises because the off-diagonal elements of \(P_+\) and \(P_-\) have opposite signs.

## (c) Show that a uniform rotation of the Néel order costs no energy

**Solution.** Put \(s=E+E'\) and separate the parts even and odd in \(\omega\):

\[
1-U\chi^0=\begin{pmatrix}a+d&b\\ b&a-d\end{pmatrix},
\]

\[
a=1-\frac U2\Big\langle\Big(1+\frac{\Delta^2}{EE'}\Big)\frac{s}{s^2-\omega^2}\Big\rangle,
\]

\[
b=\frac U2\Big\langle\frac{\varepsilon\varepsilon's}{EE'(s^2-\omega^2)}\Big\rangle,\qquad
d=\frac{U\Delta\omega}2\Big\langle\frac{s}{EE'(s^2-\omega^2)}\Big\rangle .
\]

Let \(a_0,b_0\) be the values at \(\omega=0\). The gap equation lets us replace the 1 in \(a_0\) by \(\frac U4\langle1/E+1/E'\rangle=\frac U4\langle s/(EE')\rangle\). Over a common denominator,

\[
a_0=\frac U4\Big\langle\frac{s^2-2EE'-2\Delta^2}{EE's}\Big\rangle=\frac U4\Big\langle\frac{\varepsilon^2+\varepsilon'^2}{EE's}\Big\rangle,
\]

because \(s^2-2EE'=E^2+E'^2\). Adding or subtracting \(b_0\) completes a square:

\[
a_0\pm b_0=\frac U4\Big\langle\frac{(\varepsilon\pm\varepsilon')^2}{EE's}\Big\rangle. \tag{3}
\]

At \(\mathbf q=0\), \(\varepsilon'=\varepsilon\), so \(a_0-b_0=0\). The vector \((1,-1)\) is then a free static response: it tilts opposite moments in opposite directions, which is a rigid rotation. This Goldstone mode exists at every \(U>0\) for which the self-consistent Néel solution is used.

## (d) Take the large-\(U\) limit of the response

**Solution.** Since \(|\varepsilon|\le4t\ll\Delta\), expand in \(\varepsilon/\Delta\). The average of \(\cos^2k\) is \(\tfrac12\), and that of \(\cos k\cos(k+q)\) is \(\tfrac12\cos q\), so

\[
\langle\varepsilon^2\rangle=4t^2,\qquad \langle\varepsilon\varepsilon'\rangle=4t^2\gamma,\qquad \gamma=\tfrac12(\cos q_x+\cos q_y).
\]

First, \(m=\tfrac12\langle\Delta/E\rangle\simeq\tfrac12-t^2/\Delta^2\simeq\tfrac12-4t^2/U^2\), hence \(\Delta\simeq U/2-4t^2/U\). Next, \(EE's\simeq2\Delta^3\) in (3) gives

\[
Ua_0\simeq\frac{U^2t^2}{\Delta^3}\simeq\frac{8t^2}{U},\qquad Ub_0\simeq\frac{8t^2}{U}\gamma,\qquad Ud\simeq\frac{U^2\omega}{4\Delta^2}\simeq\omega .
\]

The \(\omega^2\) part of \(Ua\) is about \(-\omega^2/U\), smaller than \(t^2/U\) by a factor of order \(t^2/U^2\). Thus

\[
U(1-U\chi^0)\to D=\begin{pmatrix}\frac{8t^2}U+\omega&\frac{8t^2}U\gamma\\[2pt] \frac{8t^2}U\gamma&\frac{8t^2}U-\omega\end{pmatrix}. \tag{4}
\]

Multiply (2) by \(U\). On the right \(U\chi^0\to1\), so \(Dx=-w\).

The small correction to \(\Delta=U/2\) cannot be dropped. If \(\Delta=U/2\) is imposed, (1) fails by \(1-U\langle1/2E\rangle\simeq2t^2/\Delta^2\). This adds to \(a\) an amount equal to its correct static value, and the static diagonal of \(D\) doubles to \(16t^2/U\). At \(\mathbf q=0\) the pole then moves from zero to \(\sqrt{16^2-8^2}\,t^2/U=8\sqrt3\,t^2/U\), a false gap.

## (e) Compare with linear spin waves and identify the exchange constant

**Solution.** Take \(H_s=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j\) with \(S=\tfrac12\) and the same drive. From \([S^-,S^z]=S^-\) and \([S^-,S^+]=-2S^z\),

\[
i\dot S_i^-=J\sum_{j}(S_i^-S_j^z-S_i^zS_j^-)-2S_i^zw_ie^{-i\omega t},
\]

where \(j\) runs over the four neighbours of \(i\). Linear spin-wave theory replaces \(S^z_i\) by \(\eta_i/2\). The neighbour sum gives \(\sum_{\boldsymbol\delta}e^{i\mathbf q\cdot\boldsymbol\delta}=4\gamma\), so

\[
\omega x_A=-2Jx_A-2J\gamma x_B-w_A,\qquad \omega x_B=2Jx_B+2J\gamma x_A+w_B .
\]

Collecting terms,

\[
\begin{pmatrix}2J+\omega&2J\gamma\\2J\gamma&2J-\omega\end{pmatrix}x=-w .
\]

This is (4) with \(2J=8t^2/U\), that is

\[
J=\frac{4t^2}U,\qquad \omega_{\rm sw}=2J\sqrt{1-\gamma^2}.
\]

The whole matrix agrees, so the leading amplitudes agree as well as the poles. At small \(q\), \(\gamma\simeq1-q^2/4\) and \(\omega_{\rm sw}\simeq\sqrt2\,Jq\).

Two sites give an independent reading of \(J\). The triplet has energy zero because Pauli exclusion blocks hopping. The singlet couples with strength \(2t\) to the symmetric doubly occupied state at energy \(U\), so the splitting is \(\tfrac12(\sqrt{U^2+16t^2}-U)\simeq4t^2/U\). For \(J\mathbf S_1\cdot\mathbf S_2\) this splitting is \(J\).

The agreement is between two linear theories. Both response equations are linearized about a Néel state without spin fluctuations, with \(S^z_i=\eta_i/2\) in the spin model. Neither the zero-point reduction of the moment nor the interactions between magnons enter them; accordingly \(m\to\tfrac12\) here. These omissions are not small for \(S=\tfrac12\). Zero-point motion lowers the spin-wave moment to about \(0.30\), and the first \(1/S\) correction multiplies all frequencies by \(2-\langle\sqrt{1-\gamma^2}\rangle\simeq1.158\). At \(U=16t\) this exceeds the \(t^2/U^2\) softening found below and has the opposite sign.

## (f) Find the first correction to the mean-field dispersion

**Solution.** Let \(x_U=t^2/U^2\) and keep relative order \(x_U\). The poles obey \(a^2-b^2=d^2\). Three expansions are needed:

\[
\frac1{EE's}\simeq\frac1{2\Delta^3}\Big[1-\frac{3(\varepsilon^2+\varepsilon'^2)}{4\Delta^2}\Big],\quad
a\simeq a_0-\frac{U\omega^2}{8\Delta^3},\quad \Delta\simeq\frac U2(1-8x_U).
\]

The average of the first bracket is \(1-6t^2/\Delta^2\simeq1-24x_U\), so

\[
U^2d^2\simeq\omega^2(1+16x_U)^2(1-24x_U)^2\simeq\omega^2(1-16x_U).
\]

The cross term of \(a^2\), moved to the right, adds \(U^3a_0\omega^2/(4\Delta^3)\simeq16x_U\omega^2\), because \(a_0\simeq8x_U\). The two corrections cancel. The frequency dependence of \(b\) enters at relative order \(x_U^2\). Hence, to this order,

\[
\omega^2=U^2(a_0+b_0)(a_0-b_0).
\]

Now expand (3). The prefactor is \(U^2/(8\Delta^3)\simeq(1+24x_U)/U\). The quartic averages are

\[
\langle\varepsilon^4\rangle=36t^4,\quad \langle\varepsilon^3\varepsilon'\rangle=36\gamma t^4,\quad
\langle\varepsilon^2\varepsilon'^2\rangle=(12+16\gamma^2+8g)t^4,
\]

with \(g=\cos q_x\cos q_y\). The last follows from \(\varepsilon^2=t^2(4+2\cos2k_x+2\cos2k_y+8\cos k_x\cos k_y)\), by averaging each harmonic with its shifted copy. Therefore

\[
\langle(\varepsilon\pm\varepsilon')^2(\varepsilon^2+\varepsilon'^2)\rangle=(96+32\gamma^2+16g\pm144\gamma)t^4 ,
\]

\[
U(a_0\pm b_0)\simeq2J\big[1\pm\gamma-x_U(12+12\gamma^2+6g\pm30\gamma)\big].
\]

Multiplying the two signs,

\[
\frac{\omega^2}{4J^2}\simeq1-\gamma^2-x_U(24-36\gamma^2+12g).
\]

Use \(g-\gamma^2=-\tfrac14(\cos q_x-\cos q_y)^2\) and take the square root:

\[
\frac{\omega}{\omega_{\rm sw}}\simeq1+c\,\frac{t^2}{U^2},\qquad c=-12+\frac{3(\cos q_x-\cos q_y)^2}{2(1-\gamma^2)}. \tag{5}
\]

Since \(\gamma^2+\tfrac14(\cos q_x-\cos q_y)^2=\tfrac12(\cos^2q_x+\cos^2q_y)\le1\), \(c\) lies between \(-12\) and \(-6\). All modes with \(\omega_{\rm sw}\neq0\) soften at this order. The relative correction stays bounded as \(q\to0\), where \(c\to-12\), because (3) keeps the static stiffness proportional to \(q^2\).

Linear spin-wave theory gives \((\pi,0)\) and \((\pi/2,\pi/2)\) the same energy \(2J\). Equation (5) gives \(c=-6\) and \(-12\), so the first lies higher by \(12Jt^2/U^2=48t^4/U^3\).

Equation (5) is the correction within time-dependent mean field. The fourth-order \(S=\tfrac12\) spin Hamiltonian of the Hubbard model has nearest-neighbour exchange \(4t^2/U-24t^4/U^3\), second- and third-neighbour exchange \(4t^4/U^3\) and ring exchange \(80t^4/U^3\). Its linear spin waves have the same \(\mathbf q\) dependence and the same splitting \(48t^4/U^3\), but \(c\) is lower by 2 at every \(\mathbf q\). The overall softening at this order therefore depends on the approximation.

## (g) Evaluate the result for \(U=16t\)

**Solution.** Here \(J=4t/16=0.25t\). The self-consistent solution has \(\Delta=7.7602t\), so \(m=7.7602/16=0.4850\), against \(0.4844\) from the expansion in (d). The two-site splitting is \(0.2462t\), already close to \(J\).

At \(\mathbf q=(\pi/2,0)\), \(\gamma=0.5\). The static bubble elements are \(\chi^0_{AA}=0.0606535/t\) and \(\chi^0_{AB}=-0.0008705/t\). With \(U/J=64\),

\[
\frac{Ua_0}J=64(1-16\times0.0606535)=1.891,\qquad
\frac{Ub_0}J=64\times16\times0.0008705=0.891,
\]

where the limits are 2 and 1. The static formula of (f) gives \(\omega\simeq0.25t\sqrt{1.891^2-0.891^2}=0.417t\). The full pole is at \(0.4168t\), while \(\omega_{\rm sw}=0.5t\sqrt{0.75}=0.4330t\). The full frequency is 3.7% below the spin-wave value. Equation (5) has \(c=-12+1.5/0.75=-10\) and predicts \(10/256=3.9\%\); higher orders supply the difference.

The zone-boundary frequencies are \(1.954J\) at \((\pi,0)\) and \(1.909J\) at \((\pi/2,\pi/2)\). Their splitting, \(0.045J\), compares with \(12J/256=0.047J\) from (5). The coefficients extracted at \(U=128t\) for \((\pi/2,0)\), \((\pi,0)\), \((\pi/2,\pi/2)\) and \((0.1,0)\) are \(-9.993\), \(-5.998\), \(-11.995\) and \(-11.980\). Equation (5) gives \(-10\), \(-6\), \(-12\) and \(-11.99\), so the two agree to about \(0.01\). At that \(U\), imposing \(\Delta=U/2\) produces a false gap of \(3.458J\), near the limit \(2\sqrt3\,J=3.464J\) from (d).

At \(U=8t\) the mode at \((\pi/2,\pi/2)\) has fallen to \(1.666J\), 17% below its spin-wave value. There \(\Delta<U/2=4t\), while \(|\varepsilon|\) reaches \(4t\), so the expansion in \(\varepsilon/\Delta\) no longer converges over the whole band. Re-expanded in \(t^2/U^2\), the series for \(m\) still converges at this \(U\), and (5) alone gives \(2J(1-12/64)=1.625J\), but the correction is no longer small. The response equation (2) still applies within mean field, but a nearest-neighbour Heisenberg model with \(J=4t^2/U\) is then a rough description of its modes.

## Table of computed values

```
WORKED EXAMPLE, energies in units of t
U = 16.0 t,  J = 4t^2/U = 0.2500 t
momentum grid = 32 x 32
Delta = 7.760196 t
moment m = 0.485012
moment, expansion 1/2 - 4t^2/U^2 = 0.484375
two-site singlet-triplet splitting = 0.246211 t
q = (pi/2,0): gamma = 0.5000
static chi0_AA = 0.0606535 1/t
static chi0_AB = -0.0008705 1/t
U(1-U chi0)_AA / J = 1.89083 (limit 2)
U(1-U chi0)_AB / J = 0.89143 (limit 2 gamma)
TDHF frequency = 0.416780 t
spin-wave frequency = 0.433013 t
relative difference TDHF/spin wave - 1 = -3.749 %
MODE FREQUENCIES omega/J (dimensionless)
q             U=8t     U=16t    U=32t    U=64t    spin wave
(pi/2,0)      1.50022  1.66712  1.71531  1.72783  1.73205
(pi,0)        1.82840  1.95428  1.98836  1.99708  2.00000
(pi/2,pi/2)   1.66571  1.90891  1.97673  1.99415  2.00000
(0.1,0)       0.12012  0.13505  0.13965  0.14086  0.14127
COEFFICIENT c in omega/omega_sw = 1 + c (t/U)^2, from U = 128t
(pi/2,0)     c = -9.993
(pi,0)       c = -5.998
(pi/2,pi/2)  c = -11.995
(0.1,0)      c = -11.980
CHECKS
6x6 cluster: U = 8.0 t, Delta = 3.571237 t
cluster TDHF matrix dimension = 648
largest cluster mode difference = 5.1e-08 t
largest driven-response difference = 2.2e-15 1/t
largest spin-precession difference = 4.4e-15 (J = 1)
inverse response error ratio, U 64t to 128t = 3.983
response error ratio, U 64t to 128t = 4.010
false gap with Delta = U/2, U = 128t: 3.4582 J
its large-U value 2 sqrt(3) = 3.4641 J
```
